\section*{How GW quasiparticle energies converge with the number of plane waves}

\section*{Question}

A $G_0W_0$ calculation for a closed-shell system keeps the response matrix $\chi^0_{\mathbf G\mathbf G'}$ for $|\mathbf G|,|\mathbf G'|<G_c$, a sphere holding $N$ plane waves. How large is the resulting error in the quasiparticle energy of a state $m$, how does it scale with $N$, and which property of the state sets its size?

\section*{Answer}

\subsection*{Conventions and the term that matters}

Hartree atomic units are used. The cell has volume $\Omega$, the orbitals are real, spin-restricted and normalized in the cell, $i,j$ label occupied and $a,b$ empty spatial orbitals, and $f(\mathbf g)=\Omega^{-1}\int f\,e^{-i\mathbf g\cdot\mathbf r}d^3r$. The interaction is $v(\mathbf r_{12})=\Omega^{-1}\sum_{\mathbf G\neq0}v_G\,e^{i\mathbf G\cdot\mathbf r_{12}}$ with $v_G=4\pi/G^2$. A quantity written with $\Delta$ in front means converged minus truncated. Each index of $\chi^0$ in $W-v=v\chi^0v+v\chi^0v\chi^0v+\dots$ is contracted with a $v_G$, so truncating $\chi^0$ is the same as setting $v_G=0$ outside the sphere in this series. The static part of the self-energy is taken as converged separately.

With $\xi_p=\epsilon_p-\omega$ and $W^c=W-v$ even in $\nu$, the correlation self-energy for $\omega$ in the gap is
\begin{equation}
\Sigma_m(\omega)=-\sum_p\int\frac{d\nu}{2\pi}\frac{W^c_{mp}(i\nu)}{i\nu-\xi_p}
=\sum_p\int\frac{d\nu}{2\pi}\,W^c_{mp}(i\nu)\frac{\xi_p}{\nu^2+\xi_p^2}.
\label{imag}
\end{equation}
The first term of the series is $W^c_{mp}=-2\sum_{jb}|\langle pb|v|mj\rangle|^2\,2\delta_{jb}/(\delta_{jb}^2+\nu^2)$, with $\delta_{jb}=\epsilon_b-\epsilon_j$ and the leading 2 from the spin sum in the loop. From $\int d\nu\,[(\alpha^2+\nu^2)(\beta^2+\nu^2)]^{-1}=\pi/[\alpha\beta(\alpha+\beta)]$ for $\alpha,\beta>0$,
\begin{equation}
\int\frac{d\nu}{2\pi}\frac{2\delta\,\xi}{(\delta^2+\nu^2)(\xi^2+\nu^2)}=\frac{\operatorname{sgn}\xi}{\delta+|\xi|}.
\label{ident}
\end{equation}
Empty states have $\xi>0$ and occupied ones $\xi<0$, so
\begin{equation}
\Sigma^{(2)}_m(\omega)=2\sum_{jab}\frac{|\langle ab|v|mj\rangle|^2}{\omega+\epsilon_j-\epsilon_a-\epsilon_b}
+2\sum_{ijb}\frac{|\langle ib|v|mj\rangle|^2}{\omega+\epsilon_b-\epsilon_i-\epsilon_j},
\label{second}
\end{equation}
which continues analytically to $\omega$ outside the gap. The amplitude is
\begin{equation}
\langle ab|v|mj\rangle=\frac1\Omega\sum_{\mathbf G}v_G\langle a|e^{i\mathbf G\cdot\mathbf r}|m\rangle\langle b|e^{-i\mathbf G\cdot\mathbf r}|j\rangle .
\end{equation}
In the hole term the factor $\langle i|e^{i\mathbf G\cdot\mathbf r}|m\rangle$ is a Fourier component of a product of two low-lying orbitals, and it is small for $G>G_c$ once $G_c$ far exceeds their momenta. In the particle term $a$ and $b$ can absorb $\pm\mathbf G$, the factors are of order one, and this term carries the slow tail.

\subsection*{The leading tail}

The squared amplitude is a double sum over $\mathbf G,\mathbf G'$, and truncation drops the pairs with $\max(G,G')>G_c$, marked by a prime. With $H$ the mean-field Hamiltonian and $Q$ the projector on pairs of empty states,
\begin{equation}
\Delta\Sigma_m=-\frac{2}{\Omega^2}\sum_j{\sum_{\mathbf G\mathbf G'}}'v_Gv_{G'}
\langle mj|e^{-i\mathbf G'\cdot\mathbf r_{12}}\frac{Q}{H_1+H_2-\omega-\epsilon_j}e^{i\mathbf G\cdot\mathbf r_{12}}|mj\rangle .
\end{equation}
The occupied components removed by $Q$ are again of the type $\langle i|e^{i\mathbf G\cdot\mathbf r}|m\rangle$, so $Q\to1$. Set $\mathbf g=\mathbf G-\mathbf G'$ and $\mathbf K=(\mathbf G+\mathbf G')/2$, so that $\mathbf G=\mathbf K+\mathbf g/2$ and $\mathbf G'=\mathbf K-\mathbf g/2$. For a local potential $e^{-i\mathbf K\cdot\mathbf r}He^{i\mathbf K\cdot\mathbf r}=H+\mathbf K\cdot\mathbf p+K^2/2$, because the shift acts on the kinetic energy alone. Electron 2 receives $-\mathbf K$, so the denominator becomes $K^2+A+B$ with $A=\mathbf K\cdot(\mathbf p_1-\mathbf p_2)$ and $B=H_1+H_2-\omega-\epsilon_j$, taken between the smooth states $e^{\mp i\mathbf g\cdot\mathbf r_{12}/2}|mj\rangle$. A nonlocal Fock term does not commute with the shift, but it changes $B$ by an amount of the size of an exchange energy, which does not grow with $K$. Expanding,
\begin{equation}
\frac{1}{K^2+A+B}=\frac1{K^2}\Big[1-\frac{A}{K^2}-\frac{B}{K^2}+\frac{A^2}{K^4}+\dots\Big].
\label{expand}
\end{equation}
The term $A/K^2$ is of relative order $1/K$ and odd in $\mathbf K$. At fixed $\mathbf g$, $\mathbf K\to-\mathbf K$ maps $(\mathbf G,\mathbf G')$ to $(-\mathbf G',-\mathbf G)$, which leaves both $v_Gv_{G'}$ and the primed region unchanged, so this term cancels. The next two are of relative order $K^{-2}$, as is the correction in $v_Gv_{G'}=16\pi^2/[(K^2+g^2/4)^2-(\mathbf K\cdot\mathbf g)^2]\simeq16\pi^2/K^4$. What remains factorizes:
\begin{equation}
2\sum_j\langle mj|e^{i\mathbf g\cdot\mathbf r_{12}}|mj\rangle=\Omega^2\rho_m(-\mathbf g)\,\rho(\mathbf g),
\end{equation}
with $\rho_m=|\psi_m|^2$ and $\rho=2\sum_j|\psi_j|^2$ the density of the electrons kept in $\chi^0$. The factors $\Omega^2$ cancel, and relabelling $\mathbf g\to-\mathbf g$ gives
\begin{equation}
\Delta\Sigma_m=-\sum_{\mathbf g}\rho_m(\mathbf g)\rho(-\mathbf g){\sum_{\mathbf K}}'\frac{16\pi^2}{K^6}.
\label{closure}
\end{equation}
At fixed $\mathbf g$ the points $\mathbf K$ have density $\Omega/(2\pi)^3$. At leading order the region is $K>G_c$, and
\begin{equation}
{\sum_{\mathbf K}}'\frac{16\pi^2}{K^6}=\Omega\,\frac{4\pi\cdot16\pi^2}{8\pi^3}\int_{G_c}^\infty\frac{dK}{K^4}=\frac{8\Omega}{3G_c^3}.
\end{equation}
Parseval's theorem gives $\Omega\sum_{\mathbf g}\rho_m(\mathbf g)\rho(-\mathbf g)=\int\rho_m\rho\,d^3r\equiv I_m$. The sphere holds $N=\Omega(4\pi G_c^3/3)/(2\pi)^3=\Omega G_c^3/6\pi^2$ vectors, so $8/(3G_c^3)=8\Omega/(18\pi^2N)$ and
\begin{equation}
\Delta\Sigma_m=-\frac{8I_m}{3G_c^3}=-\frac{4}{9\pi^2}\frac{\Omega^2}{N}\sum_{\mathbf g}\rho_m(\mathbf g)\rho(-\mathbf g).
\label{kkk}
\end{equation}
This holds when $G_c^2$ far exceeds the squared momenta of $m$ and $j$ and $|\omega-\epsilon_m|$.

The tail has a real-space meaning. The first-order pair amplitude is $-v_K/K^2=-4\pi/K^4$. Since $\nabla^2r=2/r$, the transform $F$ of $r$ obeys $-K^2F=8\pi/K^2$, so $-4\pi/K^4$ is the transform of $r_{12}/2$, the electron-electron cusp. The missing plane waves describe this kink over distances of order $1/G_c$, where the orbitals are nearly constant, and the energy is proportional to the contact density $I_m$, the overlap of $\rho_m$ with the uncorrelated density of all electrons in $\chi^0$, of both spins and including orbital $m$ itself when it is occupied. Because $I_m>0$, the converged self-energy lies below the truncated one at this order, for occupied and empty states alike.

\subsection*{From self-energy to quasiparticle energy}

Equation (\ref{kkk}) contains no $\omega$, since $\omega$ enters through $B/K^2$. Varying $E=\epsilon+\Sigma(E)$ gives $\Delta E=\Delta\Sigma+\Sigma'(E)\Delta E$, so to first order in the tail
\begin{equation}
\Delta E_m=Z_m\,\Delta\Sigma_m,\qquad Z_m=[1-\Sigma_m'(E_m)]^{-1}.
\end{equation}
The coefficient of $1/N$ in the quasiparticle energy is $-(4\Omega/9\pi^2)\,Z_mI_m$, proportional to the density overlap times the renormalization factor. The gap $E_{m'}-E_m$ has the coefficient $-(4\Omega/9\pi^2)(Z_{m'}I_{m'}-Z_mI_m)$, which is small when the two states have similar density overlaps and similar renormalization factors.

\subsection*{The next term: the edge of the sphere}

A pair is lost when either $|\mathbf K\pm\mathbf g/2|\simeq K\pm\frac12g\cos\theta$ exceeds $G_c$, that is for $K>G_c-\frac12g|\cos\theta|$. The radial integral becomes $\frac13(G_c-\frac12g|\cos\theta|)^{-3}\simeq\frac13G_c^{-3}(1+3g|\cos\theta|/2G_c)$, and the angular mean of $|\cos\theta|$ is $\frac12$. Therefore
\begin{equation}
\Delta\Sigma_m=-\frac{8}{3G_c^3}\Big[I_m+\frac{3J_m}{4G_c}\Big],\qquad
J_m=\Omega\sum_{\mathbf g}|\mathbf g|\,\rho_m(\mathbf g)\rho(-\mathbf g).
\label{edge}
\end{equation}
For a sharp spherical cutoff in an inhomogeneous system the first correction thus scales as $G_c^{-4}\propto N^{-4/3}$, ahead of the $N^{-5/3}$ terms of Eq.~(\ref{expand}). The terms in $J_m$ are not positive definite.

\subsection*{Electron gas}

Here $\rho_m=1/\Omega$ and $\rho=n=k_F^3/3\pi^2$ have no component besides $\mathbf g=0$, so $I=n$, $J=0$ and $\Delta\Sigma=-(8/9\pi^2)(k_F/G_c)^3$ Ha. For $G_c>2k_F$ and $k\le k_F$ no final state is blocked. Scattering $\mathbf k\to\mathbf k+\mathbf q$, $\mathbf p\to\mathbf p-\mathbf q$ has the denominator $q^2+\mathbf q\cdot(\mathbf k-\mathbf p)+\epsilon_k-\omega$. The direction average of $A^2$ is $q^2|\mathbf k-\mathbf p|^2/3$, and the Fermi-sphere average of $|\mathbf k-\mathbf p|^2$ is $k^2+3k_F^2/5$. An extra $q^{-2}$ turns $1/3G_c^3$ into $1/5G_c^5$, a factor $3/5G_c^2$, so
\begin{equation}
\Delta\Sigma=-\frac{8n}{3G_c^3}\Big[1+\frac{c}{G_c^2}\Big],\qquad c=\frac{k^2}{5}+\frac{3k_F^2}{25}+\frac35(\omega-\epsilon_k).
\end{equation}

The higher terms of the screening series can be summed in this limit. At large $q$ all transitions have $\delta\simeq q^2/2$, so $\chi^0=-2n\delta/(\nu^2+\delta^2)$ and $v\chi^0=-\omega_p^2/(\nu^2+\delta^2)$ with $\omega_p^2=4\pi n$. Then $W^c=v\,v\chi^0/(1-v\chi^0)=-v\omega_p^2/(\nu^2+\omega_q^2)$ with $\omega_q^2=\delta^2+\omega_p^2$, and Eq.~(\ref{ident}) with $\xi\simeq\delta$ gives $-v\omega_p^2/[2\omega_q(\omega_q+\delta)]$ per $\mathbf q$. With $\omega_q\simeq\delta+\omega_p^2/2\delta$ the two factors change by the relative amounts $-\omega_p^2/2\delta^2$ and $-\omega_p^2/4\delta^2$, together $-3\omega_p^2/q^4$. An extra $q^{-4}$ gives the factor $3/7G_c^4$, so screening alters the tail by the relative amount $-\frac97\omega_p^2/G_c^4$. In the gas the second-order term therefore fixes the leading coefficient of the full $G_0W_0$ tail. For the periodic model below, the program asserts that the second-order and full RPA changes between the smallest and largest cutoff agree within 0.1\,\% of the RPA change.

For $r_s=2$ bohr, $k_F=0.95958$ bohr$^{-1}$ and $\omega_p^2=0.375$ Ha$^2$. Gauss-Legendre quadrature of Eq.~(\ref{imag}) over $q>G_c$, $\nu$ and angle, with the RPA $W^c$ and $\chi^0$ integrated over the Fermi sphere, gives at $k=k_F$ on shell $-1.4338\times10^{-3}$, $-1.7677\times10^{-4}$ and $-2.2016\times10^{-5}$ Ha for $G_c=4,8,16\,k_F$. The leading formula gives $-1.4072\times10^{-3}$, $-1.7591\times10^{-4}$ and $-2.1988\times10^{-5}$ Ha, so the excess is 1.9, 0.5 and 0.12\,\% of the leading term. At $16k_F$ the excess times $G_c^2$ is 0.1086, 0.2937 and 0.5955 bohr$^{-2}$ for $k=0$ and $k=k_F$ on shell and for $k=k_F$ at $\omega=\epsilon_k+0.5$ Ha, against $c=0.1105$, 0.2947 and 0.5947. The difference between RPA and second-order quadratures is $-8.71\times10^{-6}$ of the leading term, against $-8.68\times10^{-6}$ from the formula. Multiplied by $G_c^2=236$ bohr$^{-2}$ this is $-0.002$, the size of the shortfall at $k=0$.

\subsection*{A periodic model solved by diagonalization}

In the space of transitions $jb$, $\chi^0$ is diagonal with entries $-4\delta/(\delta^2+\nu^2)$, and $\chi=[(\chi^0)^{-1}-\mathcal K]^{-1}$ with $\mathcal K$ the Coulomb matrix between transition densities. Since $(\chi^0)^{-1}-\mathcal K=-\frac14\delta^{-1/2}(\nu^2+M)\delta^{-1/2}$ with $M=\delta^2+4\delta^{1/2}\mathcal K\delta^{1/2}=U\omega_s^2U^T$, one has $\chi=-2\sum_sX_sX_s^T\,2\omega_s/(\nu^2+\omega_s^2)$ with $X=\delta^{1/2}U\omega_s^{-1/2}$. Equation (\ref{ident}) then gives
\begin{equation}
\Sigma_m(\omega)=\sum_{ps}\frac{2\,[\sum_{jb}\mathcal K_{mp,jb}X_{jb,s}]^2}{\omega-\epsilon_p\mp\omega_s},
\label{poles}
\end{equation}
with the upper sign for empty $p$. The model has four electrons at the $\Gamma$ point of a $4\times4\times8$ bohr cell ($\Omega=128$ bohr$^3$) in $V=-0.6\cos(2\pi z/8)$ Ha, with the static self-energy set to zero. Motion along $z$ is expanded in 81 functions, and each transverse momentum is a separate block of $M$. States $m=0,1$ are occupied and $m=2$ is the lowest empty one, with $\epsilon=-0.3176$, 0.2167, 0.5205 Ha, $I=0.05347$, 0.04381, 0.01804 bohr$^{-3}$ and $J=0.01576$, 0.01397, $-0.01277$ bohr$^{-4}$. The empty state has $I$ below the mean density 0.03125 bohr$^{-3}$, so its $\mathbf g\ne0$ terms sum to a negative value, and its $J$ comes out negative as well.

The infinite cutoff is not accessible, so the on-shell change between $N=4213$ and $N=34157$ is compared with the difference of the formulas, with $G_c$ taken from $N$. For $m=1$ the leading term is $-(4\cdot128/9\pi^2)(0.04381)(1/4213-1/34157)=-5.254\times10^{-5}$ Ha. In units of $10^{-5}$ Ha:
\begin{center}
\begin{tabular}{cccc}
$m$ & Eq.~(\ref{poles}) & Eq.~(\ref{kkk}) & Eq.~(\ref{edge})\\
0 & $-6.543$ & $-6.413$ & $-6.535$\\
1 & $-5.381$ & $-5.254$ & $-5.362$\\
2 & $-2.061$ & $-2.164$ & $-2.066$
\end{tabular}
\end{center}
Relative to the formula value, the $1/N$ term misses by 2.0, 2.4 and $-4.8$\,\%, with the sign of $J_m$, and the edge term reduces this to 0.1, 0.4 and $-0.2$\,\%. From $N=12105$ to 34157 the change for $m=1$ is $-1.372\times10^{-5}$ Ha, against $-1.347\times10^{-5}$ and $-1.368\times10^{-5}$ Ha. The hole term changes by at most $2.8\times10^{-12}$ Ha in this smooth potential. Newton solution of $E=\epsilon+\Sigma(E)$ gives $Z=0.9585$ and 0.9654 for $m=1,2$, and shifts of $-5.157\times10^{-5}$ and $-1.989\times10^{-5}$ Ha, against $-5.139\times10^{-5}$ and $-1.994\times10^{-5}$ Ha from $Z$ times Eq.~(\ref{edge}). The occupied level falls further, and the gap opens by $3.2\times10^{-5}$ Ha.

\subsection*{Cutting the bands instead}

Let $v$ be complete and let the states $a,b$ in both $G$ and $\chi^0$ be kept below the energy $G_c^2/2$. Treat them as plane waves $\mathbf K+\mathbf P/2$ and $-\mathbf K+\mathbf P/2$. Expanding $\psi_m$ and $\psi_j$ in plane waves, the transferred momentum is $\mathbf K$ up to orbital momenta, and the amplitude is $(v_K/\Omega)\Phi_j(\mathbf P)$ with $\Phi_j(\mathbf P)=\int\psi_m\psi_je^{-i\mathbf P\cdot\mathbf r}d^3r$; the corrections of relative order $1/K$ are odd in $\mathbf K$ and cancel as before. Parseval gives $(2/\Omega)\sum_{j\mathbf P}|\Phi_j|^2=2\sum_j\int\psi_m^2\psi_j^2=I_m$, so the leading coefficient is unchanged. The edge argument holds with $\mathbf P$ for $\mathbf g$, and $J_m$ is replaced by $J^P_m=(2/\Omega)\sum_{j\mathbf P}|\mathbf P||\Phi_j|^2\ge0$. In the model $J^P=0.03896$, 0.03716, 0.02357 bohr$^{-4}$, and between 4213 and 34157 bands the changes are $-6.688$, $-5.564$, $-2.372$ in units of $10^{-5}$ Ha, against $-6.714$, $-5.541$, $-2.346$ from the formula with $J^P$. The $1/N$ term alone misses by 4, 6 and 10\,\% of itself.

\subsection*{What $GW$ leaves out, and where the result fails}

The second-order exchange diagram is absent from $GW$. In its hole part each amplitude contains a Fourier component of a product of two low-lying orbitals, so it has no slow tail. Its particle part is $-\sum_{jab}\langle ba|v|mj\rangle^*\langle ab|v|mj\rangle/(\omega+\epsilon_j-\epsilon_a-\epsilon_b)$, without the factor 2 because $j$ must have the spin of $m$. Closure over $a$ gives $\langle j|e^{i(\mathbf G+\mathbf G')\cdot\mathbf r}|m\rangle$ and closure over $b$ its conjugate, so the weight is $|\Phi_j(\mathbf G+\mathbf G')|^2$ and the tail is $+\frac12(8/3G_c^3)(I_m+3J^P_m/4G_c)$. The ratio to the direct tail tends to $-\frac12$ as $G_c\to\infty$: the equal-spin part of the contact density cancels. At finite cutoff the two edge terms differ. Explicit second-order sums in the model give $-0.515$, $-0.518$, $-0.574$ starting from $N=4213$ and $-0.512$, $-0.514$, $-0.556$ from 12105, against $-0.514$, $-0.517$, $-0.568$ and $-0.511$, $-0.513$, $-0.551$ from the formulas. Equation (\ref{kkk}) is thus the basis error of the $GW$ approximation, not of the many-body energy.

At a point nucleus the pair densities fall as a power. For hydrogen $1s$ the transform of $e^{-2r}/\pi$ is $(4/g)\int re^{-2r}\sin gr\,dr=16/(4+g^2)^2$, and $g^4$ times it is 15.949 and 15.987 bohr$^{-4}$ at $g=50$ and 100 bohr$^{-1}$. The integral form of $J$ then has the integrand $g^2\,g\,g^{-8}$ and converges. The dropped couplings of one large and one small vector carry $v_G\sim G^{-2}$ and two factors $G^{-4}$, and $\int d^3G\,G^{-10}\sim G_c^{-7}$; this is a power-counting estimate. The result also needs the closure step, so a set of empty states that cannot represent plane waves near $G_c$ invalidates it, and orbitals that are smoothed in the atomic cores give the $I_m$ of the smoothed densities. Tightly bound electrons in $\chi^0$ follow Eq.~(\ref{kkk}) only when $G_c$ far exceeds their momenta, which can require cutoffs far above practical ones.

\subsection*{Size of the effect for LiH}

Take LiH at 3.0 bohr, restricted Hartree-Fock in cc-pVTZ, with Li $1s$ left out of $G$ and $\chi^0$. The highest occupied orbital has $\epsilon=-0.3017$ Ha. Equation (\ref{poles}) in this basis, solved by Newton iteration, gives $E=-0.3005$ Ha $=-8.18$ eV and $Z=0.9168$. This energy has the basis error of the Gaussian set (cc-pVQZ gives $E=-0.3034$ Ha and $Z=0.9153$), and serves here to fix $Z$. With one valence orbital $\rho=2\rho_m$, and integration on an atom-centred grid gives $I=0.03889$ bohr$^{-3}$. For an isolated molecule $\Omega\sum_{\mathbf g}$ of the cell coefficients becomes $\int d^3g/(2\pi)^3$ of the full transforms; Gauss-Legendre quadrature of the analytic Gaussian transforms gives $J=0.05567$ bohr$^{-4}$, so $J/I=1.432$ bohr$^{-1}$. In cc-pVQZ these become $I=0.03896$ bohr$^{-3}$, $J=0.05597$ bohr$^{-4}$ and $J/I=1.436$ bohr$^{-1}$; together with the change in $Z$ this moves the formula shifts below by about 0.1 meV or less.

For a response cutoff $G_c^2/2=10$ Ha (272 eV), $G_c=4.4721$ bohr$^{-1}$ and $G_c^3=89.44$ bohr$^{-3}$:
\begin{align}
\Delta\Sigma&=-\frac{8\times0.03889}{3\times89.44}=-1.159\times10^{-3}\ \text{Ha},\\
\Delta E&=0.9168\,\Delta\Sigma=-1.063\times10^{-3}\ \text{Ha}=-28.9\ \text{meV},\\
1+\frac{3J}{4G_cI}&=1+\frac{0.75\times1.432}{4.4721}=1.240,
\end{align}
so $\Delta E=-35.9$ meV with the edge term. In a cube of side 20 bohr this cutoff holds $N=12083$ vectors, and the leading term is $\Delta E=-12.84\ \text{Ha}/N$. The coefficient of $1/N$ grows with $\Omega$, while the error at fixed $G_c$ does not depend on the box. At 5 Ha ($N=4272$) the leading and corrected shifts are $-81.8$ and $-109.6$ meV, and at 20 Ha ($N=34177$) they are $-10.2$ and $-12.0$ meV. Equation (\ref{edge}) thus gives about $-110$, $-36$ and $-12$ meV. The omitted terms of relative order $G_c^{-2}$ have not been calculated for LiH, so these figures carry no error bar. The hole term and the occupied components removed by $Q$ are also left out. They fall off faster than the tail but are not negligible at the lower cutoffs: at second order the hole term alone is positive and amounts to roughly 20, 9 and 3\,\% of the magnitude of Eq.~(\ref{edge}) at 5, 10 and 20 Ha in cc-pVQZ (about 7, 3 and 1\,\% for the hole term of Eq.~(\ref{poles}), where the interaction is screened), so the figures at 5 and 10 Ha are only indications. Truncating $v_G$ directly in Eq.~(\ref{poles}), on shell and multiplied by $Z$, gives a change between 5 and 10 Ha of $-62$ meV in cc-pVTZ and $-61$ meV in cc-pVQZ, where Eq.~(\ref{edge}) gives $-74$ meV. Between 10 and 20 Ha these bases are not converged ($-10$ and $-20$ meV, against $-24$ meV), so the figure at 20 Ha and the cutoff estimated below rest on the formula alone. On this estimate the truncated level lies too high, and the ionization energy is too small. Solving Eq.~(\ref{edge}) for 10 meV gives $G_c\approx6.7$ bohr$^{-1}$, about 22 Ha (600 eV). Asymptotically each further factor of ten costs ten times as many plane waves.

The edge term biases a pure $1/N$ extrapolation. If $\Delta E=a/N$, a change $d$ between $N_1$ and $N_2$ implies the remainder $a/N_2=d\,N_1/(N_2-N_1)$. Between 10 and 20 Ha, $d=-35.87+11.96=-23.91$ meV and $12083/22094=0.547$, which gives $-13.1$ meV where Eq.~(\ref{edge}) has $-12.0$ meV, an overshoot of 9\,\% of the remainder. This figure isolates the edge term; the omitted terms affect the extrapolation as well, so it is not a prediction of the total bias for LiH.

The overlap of the orbital density with the Li $1s$ density is 0.0171 bohr$^{-3}$ in cc-pVTZ and 0.0174 bohr$^{-3}$ in cc-pVQZ, 0.44 to 0.45 of the valence value. Including the core in $\chi^0$ raises the asymptotic coefficient $I$ by that fraction. The $1s$ level lies at $-2.45$ Ha, and the mean squared momentum of its electrons, 7.2 bohr$^{-2}$, is a sizable part of $G_c^2=10$ to 40 bohr$^{-2}$, and Eq.~(\ref{expand}) gives no assurance that the core term has reached its asymptotic form at these cutoffs. The same reservation applies to the part of the valence orbital inside the Li core.
